# Dicke superradiance: collective decay rates, burst height and delay: a numerical check

```python
"""
Dicke superradiance: N atoms, initially excited, with collective lowering S-.
Result under test: emission rate Gamma*(J+M)*(J-M+1), and a burst whose
height scales as N^2 and whose leading delay is ln(N)/(N*Gamma).
J, M: collective spin labels; n=J-M: emitted photons; Gamma: one-atom decay
rate. Factorized burst: height Gamma*(N+1)^2/4, delay ln(N)/((N+1)*Gamma).
The ensemble average also includes fluctuations of the delay.
Times in the numerical tests are in 1/Gamma unless SI units are stated.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm, eigh
from scipy.optimize import minimize_scalar
from scipy.special import exp1


def lowering_operators(atom_count):
    single = np.array([[0.0, 0.0], [1.0, 0.0]])  # basis: excited, ground
    operators = []
    for site in range(atom_count):
        operators.append(np.kron(np.kron(np.eye(2**site), single),
                                 np.eye(2**(atom_count - site - 1))))
    return operators


def symmetric_states(atom_count):
    ground_counts = np.array([bin(i).count("1") for i in range(2**atom_count)])
    states = np.array([(ground_counts == n).astype(float)
                       for n in range(atom_count + 1)])
    return states / np.linalg.norm(states, axis=1)[:, None]


def liouvillian(jump, hamiltonian):
    identity = np.eye(len(jump))
    product = jump.T @ jump
    return (np.kron(jump, jump)
            - 0.5 * np.kron(product, identity)
            - 0.5 * np.kron(identity, product.T)
            - 1j * (np.kron(hamiltonian, identity)
                    - np.kron(identity, hamiltonian.T)))


def ladder_rates(atom_count):
    J = atom_count / 2
    M = J - np.arange(atom_count + 1)
    return (J + M) * (J - M + 1)


# Collective matrix elements, including all smaller-spin multiplets.
test_atoms = 6
S_minus = sum(lowering_operators(test_atoms))
norms = np.linalg.norm(S_minus @ symmetric_states(test_atoms).T, axis=0)**2
assert np.allclose(norms, ladder_rates(test_atoms), atol=1e-12)
expected = []
for J in range(test_atoms // 2 + 1):
    k = test_atoms // 2 - J
    copies = math.comb(test_atoms, k)
    if k > 0:
        copies -= math.comb(test_atoms, k - 1)
    for M in range(-J, J + 1):
        expected += [(J + M) * (J - M + 1)] * copies
assert np.allclose(np.linalg.eigvalsh(S_minus.T @ S_minus),
                   np.sort(expected), atol=1e-10)

# Free-space rate: explicit box modes versus the closed expression.
wavelength = 1000e-9
dipole = const.e * const.physical_constants["Bohr radius"][0]
omega = 2 * np.pi * const.c / wavelength
wave_number = omega / const.c
Gamma = omega**3 * dipole**2 / (3*np.pi*const.epsilon_0*const.hbar*const.c**3)
shell_radius = 40
box_length = shell_radius * wavelength
axis = np.arange(-46, 47, dtype=float)
nx, ny, nz = np.meshgrid(axis, axis, axis, indexing="ij", sparse=True)
radius_squared = nx**2 + ny**2 + nz**2
radius = np.sqrt(radius_squared)
mode_spacing = 2 * np.pi * const.c / box_length
delta = np.exp(-(radius - shell_radius)**2 / 2) / np.sqrt(2*np.pi)
delta /= mode_spacing
transverse = 1 - nz**2 / np.maximum(radius_squared, 1)
mode_sum = np.sum(radius * mode_spacing * transverse * delta)
box_rate = np.pi * dipole**2 * mode_sum
box_rate /= const.hbar * const.epsilon_0 * box_length**3
# The finite shell width biases the cubic frequency factor by about 0.2%.
assert abs(box_rate / Gamma - 1) < 0.005

# Interference of emission from two separated parallel dipoles.
separation = 100e-9
kr = wave_number * separation
mu, weights = np.polynomial.legendre.leggauss(40)
phi = np.arange(64) * 2 * np.pi / 64
phase = kr * np.sqrt(1 - mu[:, None]**2) * np.cos(phi)
pair_factor = 0.75 * np.sum(weights * (1 - mu**2)
                            * np.mean(np.cos(phase), axis=1))
assert abs(pair_factor - (1 - kr**2 / 5)) < 0.003  # next order is kr^4

# Unitary evolution into a discretized continuum, one shared excitation.
atoms = 4
mode_frequencies = np.linspace(-200, 200, 1601)
spacing = mode_frequencies[1] - mode_frequencies[0]
hamiltonian = np.diag(np.r_[np.zeros(atoms), mode_frequencies])
coupling = np.sqrt(spacing / (2 * np.pi))
hamiltonian[:atoms, atoms:] = coupling
hamiltonian[atoms:, :atoms] = coupling
energies, vectors = eigh(hamiltonian)
bright = np.r_[np.ones(atoms) / np.sqrt(atoms), np.zeros(len(mode_frequencies))]
overlaps = vectors.T @ bright
reservoir_time = 0.5
survival = abs(np.sum(overlaps**2 * np.exp(-1j*energies*reservoir_time)))**2
# The finite reservoir bandwidth causes an error of order N/bandwidth.
assert abs(survival - np.exp(-atoms * reservoir_time)) < 0.005

# Full density matrix versus the rate ladder; effect of pair exchange.
local = lowering_operators(atoms)
S_minus = sum(local)
dimension = 2**atoms
equal_exchange = np.zeros((dimension, dimension))
chain_exchange = np.zeros((dimension, dimension))
for i in range(atoms):
    for j in range(atoms):
        if i != j:
            hop = local[i].T @ local[j]
            equal_exchange += 5 * hop
            chain_exchange += 5 * hop / abs(i - j)**3
initial = np.zeros(dimension**2, dtype=complex)
initial[0] = 1
symmetric = symmetric_states(atoms)
rates = ladder_rates(atoms)
rate_matrix = np.diag(-rates) + np.diag(rates[:-1], -1)
for exchange in (np.zeros_like(equal_exchange), equal_exchange):
    generator = liouvillian(S_minus, exchange)
    for time in (0.1, 0.4, 1.0):
        density = (expm(generator * time) @ initial).reshape(dimension, dimension)
        populations = np.real(np.diag(symmetric @ density @ symmetric.T))
        assert np.allclose(populations, expm(rate_matrix*time)[:, 0], atol=1e-9)
        assert abs(populations.sum() - 1) < 1e-9
density = (expm(liouvillian(S_minus, chain_exchange)) @ initial)
density = density.reshape(dimension, dimension)
chain_leakage = 1 - np.real(np.trace(symmetric @ density @ symmetric.T))
assert chain_leakage > 0.02
for count in (2, 3, 4):
    jump = sum(lowering_operators(count))
    start = np.zeros(4**count, dtype=complex)
    start[0] = 1
    derivative = (liouvillian(jump, np.zeros_like(jump)) @ start)
    derivative = derivative.reshape(2**count, 2**count)
    slope = np.real(np.trace(jump.T @ jump @ derivative))
    assert abs(slope - count * (count - 2)) < 1e-10


def solve_cascade(atom_count):
    rates = ladder_rates(atom_count)
    times = np.linspace(0, (2*np.log(atom_count) + 12)/atom_count, 801)

    def evolution(_, probability):
        flow = rates * probability
        change = -flow
        change[1:] += flow[:-1]
        return change

    start = np.zeros(atom_count + 1)
    start[0] = 1
    solution = solve_ivp(evolution, (0, times[-1]), start, t_eval=times,
                         method="RK45", rtol=1e-7, atol=1e-11)
    assert solution.success
    intensity = rates @ solution.y
    assert abs(np.trapezoid(intensity, times)/atom_count - 1) < 0.001
    return times, solution.y, intensity


def interpolated_peak(times, values):
    i = int(np.argmax(values))
    assert 0 < i < len(values) - 1
    left, middle, right = values[i-1:i+2]
    shift = 0.5 * (left - right) / (left - 2*middle + right)
    height = middle - 0.25 * (left - right) * shift
    return times[i] + shift * (times[1] - times[0]), height


# Large-N average over an exponential early-emission amplitude.
def average_shape(u):
    return u * ((1 + u) * np.exp(u) * exp1(u) - 1)


for u in (0.2, 0.7, 3.0):
    direct = quad(lambda xi: np.exp(-xi)*xi*u/(u+xi)**2, 0, np.inf)[0]
    assert abs(direct - average_shape(u)) < 1e-8
best = minimize_scalar(lambda u: -average_shape(u), bounds=(0.1, 3),
                       method="bounded", options={"xatol": 1e-10})
limit_height = -best.fun
limit_shift = -np.log(best.x)
cascade_results = []
for count in (10, 100, 1000):
    times, populations, intensity = solve_cascade(count)
    peak_time, peak_height = interpolated_peak(times, intensity)
    cascade_results.append((count, peak_height/count**2, peak_time*count))
    if count >= 100:
        # Finite-N corrections are expected at order ln(N)/N.
        scale = np.log(count) / count
        assert abs(peak_height/count**2 - limit_height) < scale
        assert abs(peak_time*count - np.log(count) - limit_shift) < 5*scale

N = 1000
early_index = int(np.argmin(abs(times*N - 2)))
early_tau = times[early_index] * N
photon_numbers = np.arange(N + 1)
geometric = np.exp(-early_tau) * (1-np.exp(-early_tau))**photon_numbers
distribution_distance = 0.5*np.sum(abs(populations[:, early_index]-geometric))
assert distribution_distance < 0.02  # depletion during early emission is O(n/N)
peak_index = int(np.argmax(intensity))
mean_n = photon_numbers @ populations[:, peak_index]
std_n = np.sqrt((photon_numbers-mean_n)**2 @ populations[:, peak_index])

# Factorized equation integrated independently of its closed solution.
mf_times = np.linspace(0, 16 / N, 8001)
mf = solve_ivp(lambda t, n: (N-n)*(n+1), (0, mf_times[-1]), [0.0],
               t_eval=mf_times, rtol=1e-9, atol=1e-10, max_step=0.02/N)
assert mf.success
growth = np.exp((N + 1) * mf_times)
assert np.max(abs(mf.y[0] - N*(growth-1)/(growth+N))) < 1e-4
mf_intensity = np.gradient(mf.y[0], mf_times)
mf_peak_time, mf_peak = interpolated_peak(mf_times, mf_intensity)
mf_delay = np.log(N) / (N + 1)
mf_height = (N + 1)**2 / 4
mf_width = 4 * np.arccosh(np.sqrt(2)) / (N + 1)
assert abs(mf_peak/mf_height - 1) < 1e-4
assert abs(mf_peak_time - mf_delay) < 0.005/N
above_half = mf_times[mf_intensity >= mf_peak/2]
assert abs(above_half[-1]-above_half[0]-mf_width) < 0.006/N

# Random emission histories: delay statistics and the aligned pulse shape.
rng = np.random.default_rng(271828)
rates = ladder_rates(N)[:-1]
runs = 4000
arrivals = np.cumsum(rng.exponential(size=(runs, N))/rates, axis=1)
half_times = arrivals[:, N//2 - 1]
harmonic = np.sum(1 / np.arange(1, N + 1))
mean_half = harmonic / (N + 1)
assert abs(np.sum(1/rates[:N//2]) - mean_half) < 1e-12
std_half = np.sqrt(np.sum(1/rates[:N//2]**2))
assert abs(std_half*N/(np.pi/np.sqrt(6)) - 1) < 0.02
assert abs(half_times.mean()-mean_half) < 4*std_half/np.sqrt(runs)
assert abs(half_times.std()/std_half - 1) < 0.08
for offset in (-2.0, 1.0, 2.0):
    emitted = np.sum(arrivals <= (half_times + offset/N)[:, None], axis=1)
    aligned_rate = np.mean((N-emitted)*(emitted+1))
    predicted = N**2 / 4 / np.cosh(offset/2)**2
    assert abs(aligned_rate/predicted - 1) < 0.02

# Static exchange between neighbouring dipoles perpendicular to their axis.
neighbour_distance = 10e-9
exchange_ratio = dipole**2 / (4*np.pi*const.epsilon_0*neighbour_distance**3)
exchange_ratio /= const.hbar * Gamma
photon_energy = const.hbar * omega
average_time, average_height = interpolated_peak(times, intensity)

print(f"Wavelength: {wavelength*1e9:.0f} nm")
print(f"Dipole matrix element: {dipole:.5e} C m")
print(f"Number of atoms in example: {N:d}")
print(f"Angular transition frequency: {omega:.5e} s^-1")
print(f"One-atom decay rate Gamma: {Gamma:.5e} s^-1")
print(f"One-atom lifetime 1/Gamma: {1e9/Gamma:.3f} ns")
print(f"Box-mode rate / Gamma: {box_rate/Gamma:.5f}")
print(f"Collective rate N Gamma: {N*Gamma:.5e} s^-1")
print(f"Collective time 1/(N Gamma): {1e9/(N*Gamma):.4f} ns")
print(f"Leading delay ln N/(N Gamma): {1e9*np.log(N)/(N*Gamma):.4f} ns")
print(f"Factorized delay: {1e9*mf_delay/Gamma:.4f} ns")
print(f"Factorized full width at half maximum: {1e9*mf_width/Gamma:.4f} ns")
print(f"Factorized peak photon rate: {mf_height*Gamma:.5e} s^-1")
print(f"Factorized peak power: {mf_height*Gamma*photon_energy:.5e} W")
print(f"Independent-atom initial photon rate: {N*Gamma:.5e} s^-1")
print(f"Independent-atom initial power: {N*Gamma*photon_energy:.5e} W")
print(f"Factorized peak / independent initial rate: {mf_height/N:.3f}")
print(f"Averaged peak photon rate: {average_height*Gamma:.5e} s^-1")
print(f"Averaged peak power: {average_height*Gamma*photon_energy:.5e} W")
print(f"Averaged peak time: {1e9*average_time/Gamma:.4f} ns")
print(f"Mean photons emitted near averaged peak: {mean_n:.2f}")
print(f"Photon-number standard deviation there: {std_n:.2f}")
print(f"Harmonic number H_N: {harmonic:.5f}")
print(f"Mean half-emission time: {1e9*mean_half/Gamma:.4f} ns")
print(f"Half-emission time standard deviation: {1e9*std_half/Gamma:.4f} ns")
print(f"Large-N averaged height / (N^2 Gamma): {limit_height:.5f}")
print(f"Large-N maximizing u: {best.x:.5f}")
print(f"Large-N shift of N Gamma t from ln N: {limit_shift:.5f}")
for count, height, delay in cascade_results:
    print(f"N={count}: averaged height / (N^2 Gamma): {height:.5f}")
    print(f"N={count}: averaged peak N Gamma t: {delay:.5f}")
    print(f"N={count}: ln N: {np.log(count):.5f}")
print(f"Early distribution test N Gamma t: {early_tau:.4f}")
print(f"Early total-variation distance: {distribution_distance:.5f}")
print(f"Four-atom reservoir survival at Gamma t=0.5: {survival:.5f}")
print(f"Four-atom exponential prediction: {np.exp(-4*reservoir_time):.5f}")
print(f"Pair separation for interference: {separation*1e9:.0f} nm")
print(f"Pair interference factor: {pair_factor:.5f}")
print(f"Neighbour distance for exchange: {neighbour_distance*1e9:.0f} nm")
print(f"Pair exchange / (hbar Gamma): {exchange_ratio:.2f}")
print(f"Four-atom chain leakage at Gamma t=1: {chain_leakage:.5f}")
print("done: every assertion held")
```

Printed output:

```
Wavelength: 1000 nm
Dipole matrix element: 8.47835e-30 C m
Number of atoms in example: 1000
Angular transition frequency: 1.88365e+15 s^-1
One-atom decay rate Gamma: 2.02613e+06 s^-1
One-atom lifetime 1/Gamma: 493.553 ns
Box-mode rate / Gamma: 1.00188
Collective rate N Gamma: 2.02613e+09 s^-1
Collective time 1/(N Gamma): 0.4936 ns
Leading delay ln N/(N Gamma): 3.4093 ns
Factorized delay: 3.4059 ns
Factorized full width at half maximum: 1.7383 ns
Factorized peak photon rate: 5.07545e+11 s^-1
Factorized peak power: 1.00821e-07 W
Independent-atom initial photon rate: 2.02613e+09 s^-1
Independent-atom initial power: 4.02479e-10 W
Factorized peak / independent initial rate: 250.500
Averaged peak photon rate: 3.96572e+11 s^-1
Averaged peak power: 7.87769e-08 W
Averaged peak time: 3.5673 ns
Mean photons emitted near averaged peak: 467.24
Photon-number standard deviation there: 231.80
Harmonic number H_N: 7.48547
Mean half-emission time: 3.6908 ns
Half-emission time standard deviation: 0.6351 ns
Large-N averaged height / (N^2 Gamma): 0.19571
Large-N maximizing u: 0.71915
Large-N shift of N Gamma t from ln N: 0.32969
N=10: averaged height / (N^2 Gamma): 0.22759
N=10: averaged peak N Gamma t: 2.12844
N=10: ln N: 2.30259
N=100: averaged height / (N^2 Gamma): 0.19726
N=100: averaged peak N Gamma t: 4.85832
N=100: ln N: 4.60517
N=1000: averaged height / (N^2 Gamma): 0.19573
N=1000: averaged peak N Gamma t: 7.22781
N=1000: ln N: 6.90776
Early distribution test N Gamma t: 2.0007
Early total-variation distance: 0.00256
Four-atom reservoir survival at Gamma t=0.5: 0.13531
Four-atom exponential prediction: 0.13534
Pair separation for interference: 100 nm
Pair interference factor: 0.92270
Neighbour distance for exchange: 10 nm
Pair exchange / (hbar Gamma): 3023.58
Four-atom chain leakage at Gamma t=1: 0.13109
done: every assertion held
```
